# Why an exponential donor profile is neutral inside despite its field

Shift an exponential donor profile sideways and it keeps its shape. For

$$N(x)=N_0e^{-x/L},\qquad N(x+a)=e^{-a/L}N(x),$$

a displacement $a$ multiplies the density by a constant. Suppose the electron density $n$ equals $N$. The field needed to stop electrons from diffusing down the gradient depends on the relative change of $n$ with position, and multiplying $n$ by a constant does not alter that. The field must therefore be the same at every $x$. The available quantities are the thermal voltage $V_t=kT/q$, with $q>0$ the elementary charge, and the length $L$, so $E=cV_t/L$ with $c$ a pure number. A uniform field has no divergence, and by Gauss's law it needs no charge where it is uniform. Neutrality and a built-in field are thus compatible inside the profile. The charge that produces the field must lie at the ends of the exponential or beyond them.

## The field and its sign

The model is a semiconductor of uniform permittivity $\varepsilon$ and uniform temperature, in equilibrium, varying along $x$ alone. All donors are ionized, electrons obey Boltzmann statistics, holes are negligible, and charge is averaged over planes normal to $x$. The equations are in SI form.

The electron current density is the sum of drift and diffusion,

$$J=q\mu nE+qD\,n',$$

where $\mu$ is the mobility, $D$ the diffusion coefficient and a prime means $d/dx$. In equilibrium $J=0$, and the Einstein relation gives $D=\mu V_t$. Hence

$$E=-V_t\frac{n'}{n}=-V_t(\ln n)'.$$

For $n=N$ we have $(\ln n)'=-1/L$, so

$$E=+\frac{V_t}{L}.$$

The constant is $c=1$, and the field points towards lower doping. It pushes electrons, which are negative, back towards the heavily doped side. Gauss's law then gives $\rho=\varepsilon E'=0$, which agrees with the assumption $n=N$. Both equations are satisfied with no approximation inside the model.

A capacitor shows the same separation of field and source: the space between its plates has a field but no charge. Local charge is needed for a change of field, not for a field.

## What creates space charge

To find the charge at the ends, allow a departure from neutrality, $n=Ne^{u}$. With $E=-\phi'$, zero current means $(\phi/V_t)'=(\ln n)'$, so

$$\frac{\phi''}{V_t}=(\ln n)''=(\ln N)''+u''.$$

Poisson's equation is $\phi''=-q(N-n)/\varepsilon=qN(e^u-1)/\varepsilon$. Dividing by $V_t$ and defining the local Debye length $\lambda$ gives

$$u''=\frac{e^u-1}{\lambda^2}-(\ln N)'',\qquad \lambda^2=\frac{\varepsilon V_t}{qN}.$$

The slope of $\ln N$ has dropped out; its curvature drives the space charge. For an exponential the curvature is zero, and $u=0$ is a solution.

It also follows that the relative departure from neutrality, measured by $|u|$, is largest at the ends. Where $(\ln N)''=0$, $u''$ has the same sign as $u$. A positive maximum would need $u''\le0$ and a negative minimum $u''\ge0$, so neither can occur inside the region. A departure from neutrality can enter from an end, but it cannot arise in the interior.

## The charge at the ends

Let the graded layer occupy $0<x<W$ and join uniform plateaus of density $N_0$ on the left and $N_1$ on the right, with no field far away. At $x=0$ the slope of $\ln N$ jumps from $0$ to $-1/L$. Integrating the equation for $u$ across this kink, where $(e^u-1)/\lambda^2$ is finite and contributes nothing, shows that $u'$ jumps by $+1/L$.

Take $\lambda$ much smaller than both $L$ and $W$. Near the kink $\lambda$ is then nearly constant and $u$ is small, so $u''\approx u/\lambda^2$. The solution that decays on both sides is $u=Ae^{-|x|/\lambda}$. Its slope is $A/\lambda$ just left of the kink and $-A/\lambda$ just right of it, a jump of $-2A/\lambda$. Equating this to $1/L$ gives $A=-\lambda/2L$. The charge density is

$$\rho=qN(1-e^u)\approx-qNu=qN\frac{\lambda}{2L}e^{-|x|/\lambda}.$$

The exponential integrates to $2\lambda$ over both sides, so the charge per area is

$$Q=qN\frac{\lambda}{2L}\,2\lambda=\frac{qN\lambda^2}{L}=\frac{\varepsilon V_t}{L}.$$

At $x=W$ the slope of $\ln N$ jumps the other way. There $u$ is positive, electrons are in surplus, and the charge is $-\varepsilon V_t/L$. To leading order half of each sheet lies in the plateau and half in the graded layer.

Gauss's law gives the same total without an estimate of the sheet's shape. Applied between the field-free outside and an interior plane where $E=V_t/L$, it yields $\varepsilon V_t/L$ directly. Such a plane exists, up to very small tails, only if the layer is many local Debye lengths wide. In a much thinner layer between plateaus the field stays below $V_t/L$ everywhere, and the end charge is smaller.

## How neutral the interior is

A finite sample has weak tails of charge reaching inward. For the tail from the light end, try $u=a\,e^{-S}$ with $S=\int_x^W dx'/\lambda$. Then $S'=-1/\lambda$, and

$$u''=(a''-2a'S'-aS''+aS'^2)e^{-S}.$$

The last term reproduces $u/\lambda^2$. For slowly varying $a$ we drop $a''$ and need $2a'S'+aS''=0$, which gives $a\propto|S'|^{-1/2}=\sqrt\lambda$. Since $\lambda\propto e^{x/2L}$, the exponent between two planes $x_1<x_2$ is

$$\int_{x_1}^{x_2}\frac{dx}{\lambda}=2L\left(\frac1{\lambda(x_1)}-\frac1{\lambda(x_2)}\right).$$

When the exponents from both ends are large, the interior of a finite layer between plateaus is therefore neutral up to exponentially small tails.

This also shows where neutrality fails. However far away the light end is, the exponent from there to $x$ cannot exceed $2L/\lambda(x)$. Once the doping is so low that $\lambda$ is comparable with $2L$, the end is no longer screened, and a neutral interior is not assured.

## A silicon layer in numbers

Take silicon at 300 K with $\varepsilon=11.7\,\varepsilon_0$, and donors falling from $10^{16}$ to $10^{15}\ \mathrm{cm^{-3}}$ over $W=4.0\ \mu\mathrm m$. Then $L=W/\ln10=1.737\ \mu\mathrm m$, and

$$E=\frac{25.85\times10^{-3}\ \mathrm V}{1.737\times10^{-4}\ \mathrm{cm}}=149\ \mathrm{V/cm}.$$

The end charge is $\varepsilon E=1.54\times10^{-10}\ \mathrm{C/cm^2}$, or $9.62\times10^{8}$ elementary charges per $\mathrm{cm^2}$. The graded layer holds $N_0L(1-0.1)=1.56\times10^{12}$ donors per $\mathrm{cm^2}$, so the unbalanced charge at one end is only $6.2\times10^{-4}$ of the donor charge.

The nonlinear Poisson equation was also solved numerically, starting from a flat potential and without assuming neutrality. It gives the same interior field and end charges of $\pm9.62\times10^8\ \mathrm{cm^{-2}}$. The Debye lengths are 40.9 nm at the heavy end and 129.3 nm at the light end. The relative charge $(N-n)/N$ at the kinks is $+1.18\%$ and $-3.73\%$, against $\pm\lambda/2L$ values of $+1.18\%$ and $-3.72\%$. (The 4 nm grid prints $+1.17\%$ for the first; refining the grid moves it from 1.174% to 1.176%.)

For a purely exponential sheet, 95% of the charge lies within $\lambda\ln20\approx3\lambda$ of the kink. On its 4 nm grid, the numerical solution first encloses 95% at distances of 124 nm and 380 nm; without the rounding to grid steps they are 123 nm and 379 nm. The second is slightly below $3\lambda=388$ nm; the shorter Debye length on the graded side acts in that direction.

At mid-layer the tail exponents are 37.2 from the heavy end and 20.9 from the light end, so the light end dominates. Its tail should be about $0.037\times0.75\times e^{-20.9}\approx2\times10^{-11}$, where 0.75 is the factor from $\sqrt\lambda$. The numerical value of $|N-n|/N$ is $2\times10^{-11}$. This figure belongs to the idealized model; in real silicon, incomplete ionization leaves a much larger, though still small, interior charge, as estimated below.

## Changing the ends and the profile

Keep the graded layer and its temperature fixed, but remove the plateaus and leave bare surfaces with no surface charge and no field outside. The total field vanishes at each surface, so $(\ln N)'+u'=0$ and $u'=1/L$ there. With a decaying tail on one side only, $u=-\lambda/L$ at the heavy surface and $+\lambda/L$ at the light one. The peak is doubled and the extent halved, so the total is unchanged. Numerically the surface values of $(N-n)/N$ are $+2.35\%$ and $-7.49\%$, and the interior field is again 149 V/cm.

Now put external plates carrying $+\varepsilon V_t/L$ and $-\varepsilon V_t/L$ beside the heavy and light surfaces. They supply the whole field, so $u'=0$ at both surfaces and $u=0$ throughout. In this case the model semiconductor is exactly neutral up to its surfaces. As long as the interior is well screened from the ends, it fixes its own field; the surroundings decide where the sources sit.

A Gaussian profile behaves differently. Let $N=N_0\exp[-\ln10\,(x/W)^2]$, with the same end densities and width. Its curvature is $(\ln N)''=-2\ln10/W^2$. Away from the ends $u$ varies slowly, $u''$ can be dropped, and

$$\rho=-qN(e^u-1)\approx-\varepsilon V_t(\ln N)''=\frac{2\ln10\,\varepsilon V_t}{W^2}.$$

This is $4.81\times10^{12}$ elementary charges per $\mathrm{cm^3}$; the numerical solution gives $4.82\times10^{12}$ at mid-layer. The positive charge is now spread through the interior, and the field grows with $x$ until the negative charge near the light end reduces it.

## How the charge gets there

Imagine starting with $n=N$ and no field. Electrons diffuse towards lower doping. The heavy kink loses electrons and the light kink gains them. The interior also gains some at first, because, for uniform $D$, $\partial n/\partial t=Dn''=DN/L^2$ is positive. The resulting field drives electrons back, and redistribution continues until the current vanishes everywhere. The equation for $u$ then applies, and it leaves no source of charge inside the exponential. The deficit at the heavy end and the surplus at the light end remain, and their field holds the density gradient in place.

## Real layers and the limits of the model

The example is roughly in the regime of a buffer, or field-stop, layer in a silicon power device. A diffused profile need not be exponential; it can be closer to a Gaussian. For the Gaussian above, the quasi-neutral field $-V_t(\ln N)'$ rises from zero at the heavy end to $2V_t/L\approx298$ V/cm at the light end, where the end charge makes the actual field smaller. Near the heavy end the field almost vanishes, so the assumption of one uniform field can be wrong by nearly its full value locally. A neighbouring junction replaces the simple end sheet by its own depletion charge, which can reach far into the layer; the field $V_t/L$ then survives only outside the depleted part. Under bias that depletes the layer or floods it with injected carriers, the equilibrium argument does not apply.

The other corrections are smaller here. With a rough binding energy of 45 meV, about 0.4% of the donors at the heavy end are neutral, which lowers the local field by about 0.4%. Because the neutral fraction falls off as $e^{-x/L}$, it also curves $\ln n$ and leaves a relative interior charge of about $0.004\,(\lambda/L)^2\approx2\times10^{-6}$, with $\lambda$ taken at the heavy end. This is far above the $10^{-11}$ tail of the ideal model. Degeneracy raises it by about 0.01%. An order-of-magnitude Debye–Hückel estimate of the electron's energy shift differs between the ends by roughly 2% of the 59.5 meV potential-energy difference. That is an average over the layer; the local change of the field is about 3% at the heavy end and 1% at the light end. Holes spoil the exact result in principle, because neutrality becomes $n-p=N$ and the potential is no longer linear. At the light end, however, $p/n$ is about $10^{-10}$ at 300 K and of order $10^{-5}$ at 400 K. The field itself rises to 198 V/cm at 400 K, and at 300 K it is about $5\times10^{-4}$ of a rough breakdown field of $3\times10^5$ V/cm.

Individual donors set a different limit. At the heavy end $N_0^{-1/3}$, a measure of their spacing, is 46 nm, and the unscreened field of one donor at that distance is 571 V/cm, nearly four times the built-in field. Neutrality and a uniform field are therefore statements about averages over areas, normal to $x$, large enough to smooth out the fields of individual donors. The remaining values are in the numerical output.

## Calculated quantities

```
Temperature: 300 K; relative permittivity: 11.7
Donors, heavy and light end: 1e+16, 1e+15 cm^-3
Graded width W: 4.0 um; L: 1.737 um
Thermal voltage: 25.85 mV
Debye length, heavy, light end: 40.9, 129.3 nm
Potential drop Vt ln(N0/N1): 59.5 mV
Field Vt/L: 148.82 V/cm
Field at mid-layer, solver: 148.82 V/cm
Mid-layer |N-n|/N, solver: 2e-11
Tail exponent, heavy end to middle: 37.2
Tail exponent, light end to middle: 20.9
Tail decay 3.8 to 3.0 um, solver: 7.49
Tail decay 3.8 to 3.0 um, formula: 7.37
End charge eps*Vt/L: 1.542e-10 C/cm^2
End charge eps*Vt/L: 9.622e+08 charges/cm^2
Heavy-end charge, solver: +9.622e+08 charges/cm^2
Light-end charge, solver: -9.622e+08 charges/cm^2
Donors in graded layer: 1.56e+12 cm^-2
End charge / donors in layer: 6.2e-04
(N-n)/N at heavy kink, solver: +1.17 %
(N-n)/N at heavy kink, lam/2L: +1.18 %
(N-n)/N at light kink, solver: -3.73 %
(N-n)/N at light kink, -lam/2L: -3.72 %
Plateau share of heavy-end charge: 50.1 %
Plateau share of light-end charge: 49.5 %
95% of charge within, heavy kink: 124 nm
95% of charge within, light kink: 380 nm
Bare slab: mid-layer field: 148.82 V/cm
Bare slab: heavy-end charge: +9.622e+08 charges/cm^2
Bare slab: (N-n)/N, heavy surface: +2.35 %
Bare slab: (N-n)/N, light surface: -7.49 %
External plates: largest |N-n|/N below 1e-9: True
Rounded kinks: rounding length: 100 nm
Rounded kinks: heavy charge: +9.622e+08 charges/cm^2
Rounded kinks: peak (N-n)/N, heavy: 0.23 %
Gaussian: mid charge, solver: 4.820e+12 charges/cm^3
Gaussian: mid charge, formula: 4.811e+12 charges/cm^3
Rough inputs: masses 1.09, 1.15 m_e; gap 1.12 eV
Rough input: donor binding energy 45 meV
Neutral donors at heavy end: 0.40 %
Field change there from ionization: -0.39 %
Field change there, degeneracy: +0.012 %
p/n at light end, 300 K: 1.4e-10
p/n at light end, 400 K: 1.6e-05
Field Vt/L at 400 K: 198.4 V/cm
Field / rough breakdown 3e+05 V/cm: 5.0e-04
Debye-Hueckel shift, heavy end: 1.51 meV
Debye-Hueckel shift, light end: 0.48 meV
Shift difference / drop: 1.7 %
Mean donor spacing, heavy end: 46.4 nm
Field of one donor at that distance: 571 V/cm
```
